Electron transmission between two grains with a rotated elliptical band

**Setting**

Two grains of the same crystal meet along the straight line x = 0. The electrons move in two dimensions and belong to one band with an elliptical dispersion. With a and b the principal axes of the crystal,

E = ħ²k_a²/(2m_h) + ħ²k_b²/(2m_l), m_h = 4m_l.

The energy E is measured from the band edge, which is the same in both grains. Grain 1, at x < 0, has its heavy axis along x. Grain 2, at x > 0, is rotated by 90° and has its light axis along x. The boundary is abrupt and, unless stated otherwise, carries no potential. Normal incidence means k_y = 0, where ħk_y is the momentum along the boundary. The envelope function ψ obeys a wave equation whose kinetic operator for motion along x is

−(ħ²/2) ∂_x [1/m(x)] ∂_x.

This ordering of mass and derivatives is part of the model. It makes the operator Hermitian when m depends on x.

**(a) Find the wave number and velocity along x in each grain at k_y = 0, and derive the conditions that ψ meets at the boundary.**

*Answer.* The boundary is uniform along y, so k_y is conserved. At k_y = 0, ψ depends on x alone and obeys

−(ħ²/2) d/dx[(1/m) dψ/dx] = Eψ,

with m = m_1 = m_h on the left and m = m_2 = m_l on the right. A plane wave exp(ik_i x) in grain i gives E = ħ²k_i²/(2m_i), so

k_i = √(2m_iE)/ħ, v_i = (1/ħ) dE/dk_i = ħk_i/m_i = √(2E/m_i).

The two ratios run in opposite directions:

k_1/k_2 = √(m_h/m_l) = 2, v_2/v_1 = √(m_h/m_l) = 2.

For the boundary conditions, integrate the wave equation from −ε to +ε:

(ψ'/m) at +ε − (ψ'/m) at −ε = −(2E/ħ²) ∫ψ dx.

For bounded ψ the right side vanishes as ε → 0, so ψ'/m is continuous. It is therefore finite at the boundary, and so is ψ' = m(ψ'/m). A function with a finite slope cannot jump, so ψ is continuous too. The probability current

j = (ħ/m) Im(ψ*ψ')

is built from ψ and ψ'/m, and is then continuous as well.

**(b) Find the reflection and transmission amplitudes and the transmission probability T, for incidence from either grain. Generalize T to a mass ratio μ = m_h/m_l.**

*Answer.* For a wave coming from grain 1,

ψ = exp(ik_1x) + r exp(−ik_1x) for x < 0,

ψ = t exp(ik_2x) for x > 0.

Continuity of ψ at x = 0 gives

1 + r = t.

Continuity of ψ'/m gives ik_1(1 − r)/m_1 = ik_2t/m_2. Multiplication by ħ/i turns this into

v_1(1 − r) = v_2t.

Insert r = t − 1:

v_1(2 − t) = v_2t, hence t = 2v_1/(v_1 + v_2),

r = t − 1 = (v_1 − v_2)/(v_1 + v_2).

T is the ratio of transmitted to incident current. On the right, j = v_2|t|². On the left,

ψ*ψ' = ik_1[1 − |r|² + r* exp(2ik_1x) − r exp(−2ik_1x)].

The last two terms are a number minus its complex conjugate, which is imaginary. The factor ik_1 makes their contribution real, so they drop out of j, and j = v_1(1 − |r|²). The incident current is v_1, the reflection probability is R = |r|², and

T = (v_2/v_1)|t|² = 4v_1v_2/(v_1 + v_2)².

The sum is R + T = [(v_1 − v_2)² + 4v_1v_2]/(v_1 + v_2)² = 1, as it must be. With v_2 = 2v_1,

r = −1/3, t = 2/3, T = 2 × 4/9 = 8/9, R = 1/9.

From the light side v_1 and v_2 change places. Then r = 1/3, t = 4/3 and T = (1/2)(16/9) = 8/9. The transmitted density |t|² = 16/9 exceeds the incident density, but the electrons leave at half the speed, and the current does not exceed the incident one.

For a general mass ratio v_2/v_1 = √μ, and

T = 4√μ/(1 + √μ)².

The energy has cancelled, because both velocities grow as √E. For μ = 1 the rotation has no effect and T = 1. For μ = 9, T = 12/16 = 0.75. For μ ≫ 1, T ≈ 4/√μ, so the transmission falls slowly with the anisotropy. This limit is also approached slowly: 4/√μ exceeds T by the factor (1 + 1/√μ)², which is still 1.21 at μ = 100.

The result can be checked without using the matching conditions. Solving the wave equation on a lattice of step 0.005 nm, with the mass jumping at x = 0 and the parameters of part (c), gives T = 0.888885 from either side.

**(c) Take m_h = 2m_e, m_l = 0.5m_e and E = 0.1 eV. Find the wave numbers, wavelengths and velocities, and draw up the current balance for incidence from grain 1.**

*Answer.* In grain 1, with E = 1.602 × 10⁻²⁰ J and m_1 = 1.822 × 10⁻³⁰ kg,

ħk_1 = √(2m_1E) = 2.416 × 10⁻²⁵ kg m/s.

Division by ħ gives k_1 = 2.291 nm⁻¹, and division by m_1 gives v_1 = 1.326 × 10⁵ m/s. In grain 2 the wave number is half as large and the velocity twice as large: k_2 = 1.146 nm⁻¹ and v_2 = 2.652 × 10⁵ m/s. The wavelengths 2π/k are 2.74 nm and 5.48 nm.

For unit incident density the currents, in units of 10⁵ m/s, are

incident: 1.326,

reflected: 1.326 × 1/9 = 0.147,

transmitted: 2.652 × 4/9 = 1.179.

The last two add up to the first.

**(d) One student matches ψ and ψ'. Another matches ψ and requires equal net currents on the two sides. Assess both procedures. Then find T when the boundary carries a potential Uδ(x), and evaluate it for U = 0.05 eV nm.**

*Answer.* The first student replaces v_i by k_i in the second matching equation:

k_1(1 − r) = k_2t, so t = 2k_1/(k_1 + k_2) = 4/3 and r = 1/3.

The currents then give T = 2 × 16/9 = 32/9 and R = 1/9, with the sum 11/3. Current is not conserved, so the condition is inadmissible here.

The second student's condition, v_1(1 − |r|²) = v_2|1 + r|², is true but is one real equation for a complex r. If r is taken to be real, division by 1 + r ≠ 0 restores the linear condition of part (b). Complex solutions remain, and the boundary potential shows what they mean. With Uδ(x) in the wave equation, integration across x = 0 gives

(ħ²/2)[(ψ'/m) at 0⁺ − (ψ'/m) at 0⁻] = Uψ(0).

Insert the waves, with ψ(0) = t and 1 − r = 2 − t:

(iħ/2)[v_2t − v_1(2 − t)] = Ut.

Multiply by 2/(iħ) and use 1/i = −i:

(v_1 + v_2)t − 2v_1 = −(2iU/ħ)t,

t = 2v_1/(v_1 + v_2 + 2iU/ħ).

Therefore

T = 4v_1v_2/[(v_1 + v_2)² + (2U/ħ)²].

From r = t − 1,

R = [(v_1 − v_2)² + (2U/ħ)²]/[(v_1 + v_2)² + (2U/ħ)²],

and R + T = 1 for every real U. Equality of the net currents thus cannot tell a clean boundary from one with a potential. Continuity of ψ'/m selects U = 0, which gives the largest T of this family.

For U = 0.05 eV nm, 2U/ħ = 1.519 × 10⁵ m/s. With velocities in units of 10⁵ m/s,

T = 4 × 1.3262 × 2.6524/(3.9786² + 1.5193²) = 0.776.

This strength corresponds to 0.1 eV over 0.5 nm. A rectangle of that height and width, centred on the mass jump, gives T = 0.724 when the wave equation is solved numerically. The delta function is a rough substitute here, since k_1 times the width is 1.15 and not small.

**(e) Keep the 90° misorientation but turn both crystals by a further angle θ. Find T at k_y = 0. Then return to θ = 0 and find T for k_y ≠ 0.**

*Answer.* With tilted axes the inverse mass is a tensor w with off-diagonal elements, and the kinetic operator is −(ħ²/2)Σ ∂_i w_ij ∂_j. At k_y = 0 each term containing ∂_y vanishes, because neither ψ nor w depends on y. What remains is the operator of part (a) with 1/m replaced by w_xx:

w_1 = cos²θ/m_h + sin²θ/m_l, w_2 = sin²θ/m_h + cos²θ/m_l.

Since v_i = √(2Ew_i),

T = 4√(w_1w_2)/(√w_1 + √w_2)².

At θ = 10°, w_1 = 0.545/m_e and w_2 = 1.955/m_e, which gives T = 0.905. At θ = 45° the two are equal and T = 1. A misorientation of 90° therefore does not fix the transmission: 8/9 requires the principal axes to lie along and across the boundary. For tilted axes, k_y = 0 no longer means that the electrons travel along the normal, because v_y = ħk_xw_xy is not zero.

Now let θ = 0 and k_y = sk_l, with k_l = √(2m_lE)/ħ. The mass along y is m_l in grain 1 and m_h in grain 2, so motion along y takes up s²E and s²E/4 respectively. The rest is left for motion along x:

v_1 = √[2E(1 − s²)/m_h], v_2 = √[2E(1 − s²/4)/m_l].

The factor exp(ik_yy) is common to both sides, so the matching is unchanged. With

ρ = v_2/v_1 = √[(4 − s²)/(1 − s²)], T = 4ρ/(1 + ρ)².

For s = 0.5, ρ = √5 and T = 0.854. For s = 0.9, T = 0.631. As s → 1 the normal velocity in grain 1 vanishes and T → 0. The channels of a long boundary are evenly spaced in k_y, so their mean transmission from grain 1 is the integral of T over s from 0 to 1, which is 0.800.

Grain 2 has channels up to |k_y| = 2k_l. Those beyond k_l have no propagating state in grain 1 and are totally reflected. The mean from that side is 0.400 over twice as many channels, so the total transmission is the same in both directions.

**(f) How far can 8/9 be trusted for a boundary in a real metal?**

*Answer.* The masses, the energy and the two dimensions are choices of the exercise, not data for a particular metal. Changing one assumption at a time, with the other parameters held fixed, gives these values at k_y = 0:

- Mass varying linearly over 0.5 nm: T = 0.911.
- Parabolic band replaced by a nearest-neighbour square-lattice band of spacing a = 0.25 nm, with hoppings t_h = ħ²/(2m_ha²) = 0.305 eV and t_l = ħ²/(2m_la²) = 1.219 eV. At k_y = 0 the lattice reduces to a chain whose effective on-site energy is the atomic level minus twice the hopping along y, which gives 2t_h in grain 1 and 2t_l in grain 2. If the boundary row has the midway value t_h + t_l, that is, the mean hopping along y, then T = 0.879. Any other value acts as a boundary potential and lowers T. If the boundary row keeps the y-hopping of either grain, the shift is t_l − t_h = 0.914 eV and T falls to 0.210.
- Thermal average over E > 0 with the normalized weight −∂f/∂E, where f is the Fermi function at 350 K with the chemical potential held at 0.1 eV: T = 0.889 for the clean boundary, since T does not depend on energy. With the delta potential of part (d) added, the same average changes T from 0.776 to 0.751.

Among the changes evaluated in this answer and in parts (d) and (e) for normal incidence, boundary potentials move the result most. The rectangular potential lowers T by 19% relative to 8/9, and the unmatched boundary row of the lattice lowers it by 76%. Both were chosen, not measured, and a different boundary may have a larger or smaller effect. Averaging over the channels of grain 1 lowers the clean value by 10%.

The ordering of mass and derivatives is an assumption too, and 8/9 depends on it. The operator −(ħ²/2) m^(−1/4) ∂_x m^(−1/2) ∂_x m^(−1/4) is also Hermitian and has the same masses inside the grains. It makes φ = m^(−1/4)ψ and m^(−1/2)φ' continuous. Since k_i/√m_i is the same in both grains, nothing is reflected and T = 1. Only a calculation that resolves the atoms at the boundary, or a measurement, can decide which matching conditions apply.

An energy of 0.1 eV above the band edge suits a small pocket of carriers, as in a semimetal. In a good metal the Fermi energy is usually several eV and the electron wavelength is comparable to the atomic spacing (between one and two times the nearest-neighbour distance in free-electron estimates for copper, silver, sodium and aluminium), so constant masses up to an abrupt boundary are not justified there.

Scattering into other bands and roughness of the boundary have not been estimated. If the Fermi surface of the metal has several sheets, the others also carry current, and this transmission alone does not give the resistance of the boundary. The numerical output lists the computed values.

Calculated quantities

```
heavy mass, light mass: 2.00, 0.50 m_e
energy from band edge: 0.100 eV
normal wave number, grain 1: 2.2912 1/nm
normal wave number, grain 2: 1.1456 1/nm
wavelength, grain 1: 2.742 nm
wavelength, grain 2: 5.485 nm
normal velocity, grain 1: 1.3262e+05 m/s
normal velocity, grain 2: 2.6524e+05 m/s
from heavy side, amplitudes r, t: -0.333333, 0.666667
from light side, amplitudes r, t: 0.333333, 1.333333
transmission T, matching: 0.888889
reflection R, matching: 0.111111
lattice step for the tests: 0.0050 nm
T on lattice, from heavy side: 0.888885
T on lattice, from light side: 0.888885
boundary amplitude on lattice, from heavy side: 0.66666
boundary amplitude on lattice, from light side: 1.33334
T for mass ratio 9: 0.7500
bare-slope matching, heavy side, r, t: 0.3333, 1.3333
bare-slope matching, T and R+T: 3.5556, 3.6667
width of boundary layer: 0.50 nm
T with mass graded over that width: 0.9112
boundary potential height: 0.100 eV
delta strength U: 0.0500 eV nm
velocity 2U/hbar: 1.5193e+05 m/s
T with delta potential: 0.7758
T with rectangular potential: 0.7239
T with axes tilted by 10 degrees: 0.9047
T with axes tilted by 45 degrees: 1.0000
T at k_y = 0.5 k_light: 0.8541
T at k_y = 0.9 k_light: 0.6308
mean T over channels of grain 1: 0.7997
mean T over channels of grain 2: 0.3999
R from grain 2 at k_y = 1.5 k_light: 1.000000
T with lattice spacing 0.25 nm: 0.8791
temperature: 350 K, thermal energy: 0.0302 eV
thermal mean T, no potential: 0.8889
thermal mean T, delta potential: 0.7509
```
